Stability of the Fourth-Order Taylor Propagator on Real-Space Grids, part 1

(Sections cited here and not found follow in the second part.)

## Growth and damping of each energy mode

Anyone who refines the grid in a real-time calculation has to decide how far the time step must be reduced with it. With a propagator built from a truncated power series, such as the Taylor propagator treated here, a step that is too long makes the wavefunction grow without bound. If it is needlessly short, computing time is wasted. With the fourth-order Taylor propagator and a finite-difference kinetic energy, halving the grid spacing requires, on a fine grid, a time step about four times shorter. In three dimensions the halved spacing also gives eight times as many grid points. When the work per step is proportional to the number of points, a run of given duration therefore costs about 32 times as much. The decision rests on two quantities: the largest phase that the propagator can advance in one step without growth, and the largest energy that the grid can represent.

The algebra uses atomic units, in which ħ, the electron mass and the elementary charge are one. Numerical energies are given in eV, lengths in angstrom and times in attoseconds (as). The wavefunction on the grid is a vector ψ of finite length, and the Hamiltonian is a Hermitian matrix H, at first independent of time. The equation of motion is

i dψ/dt = H ψ.

Its solution over one time step dt is

ψ(t + dt) = exp(−i H dt) ψ(t),

because differentiating the exponential with respect to its time argument brings down a factor −i H. The Taylor propagator of order n keeps the terms of the exponential series up to the power n:

T_n = Σ_{k=0}^{n} (−i H dt)^k / k!.

No matrix power has to be formed to apply it. Starting from φ_0 = ψ, one computes

φ_k = (−i dt/k) H φ_{k−1},  k = 1, …, n,

and adds φ_0 to φ_n. Each φ_k equals (−i H dt)^k ψ/k!, since the successive divisions by 1, 2, …, k build up the factorial. One step of order n thus costs n applications of H.

The full exponential is unitary and preserves the norm. The truncated series need not do so, and the way it fails decides whether it can be used. A Hermitian matrix has real eigenvalues E_a and a complete orthonormal set of eigenvectors u_a. From H u_a = E_a u_a follows H^k u_a = E_a^k u_a, so that

T_n u_a = T_n(y_a) u_a,  y_a = E_a dt,

where the same symbol with a number as its argument denotes the polynomial

T_n(y) = Σ_{k=0}^{n} (−i y)^k / k!.

The number y is the phase, in radians, that the mode should turn through in one step. It is negative for a negative energy.

Let the initial state be ψ = Σ_a c_a u_a. After M steps each coefficient has been multiplied by T_n(y_a) M times. Because the eigenvectors are orthonormal, no cross terms appear in the squared norm:

‖T_n^M ψ‖² = Σ_a |c_a|² |T_n(y_a)|^{2M}.

Stability here means that, at fixed dt, this norm stays bounded for any number of steps and any initial state. If |T_n(y_a)| ≤ 1 for every mode, each term is at most |c_a|², and the norm never exceeds its initial value. If |T_n(y_a)| > 1 for even one mode, an initial state containing that mode grows exponentially with M. The propagator is therefore stable if and only if every mode satisfies |T_n(E_a dt)| ≤ 1. The same sum shows that the largest possible gain of the norm in M steps is the largest |T_n(y_a)| raised to the power M, and that this gain is reached by starting in the corresponding eigenvector.

The polynomials follow from the powers of −i:

(−i)² = −1,  (−i)³ = i,  (−i)⁴ = 1.

Even powers give real terms and odd powers give imaginary terms, so the first four orders are

T_1 = 1 − i y,

T_2 = 1 − y²/2 − i y,

T_3 = 1 − y²/2 − i (y − y³/6),

T_4 = 1 − y²/2 + y⁴/24 − i (y − y³/6).

The squared modulus is the square of the real part plus the square of the imaginary part. At first order this gives

|T_1|² = 1 + y².

At second order the square of the real part is 1 − y² + y⁴/4. Its term −y² is cancelled by the square of the imaginary part, which leaves

|T_2|² = 1 − y² + y⁴/4 + y² = 1 + y⁴/4.

The third and fourth orders share the imaginary part, whose square is

(y − y³/6)² = y² − y⁴/3 + y⁶/36.

Adding the square of the third-order real part gives

|T_3|² = 1 − y² + y⁴/4 + y² − y⁴/3 + y⁶/36
= 1 − y⁴/12 + y⁶/36,

because 1/4 − 1/3 = −1/12.

At fourth order the real part has three terms. Its square contains the three individual squares and twice each of the three products:

(1 − y²/2 + y⁴/24)²
= 1 + y⁴/4 + y⁸/576 − y² + y⁴/12 − y⁶/24.

The term −y² is twice the product of 1 and −y²/2, the term y⁴/12 is twice the product of 1 and y⁴/24, and the term −y⁶/24 is twice the product of −y²/2 and y⁴/24. Since 1/4 + 1/12 = 1/3, the square of the real part is

1 − y² + y⁴/3 − y⁶/24 + y⁸/576.

When the square of the imaginary part is added, the terms in y² cancel and so do the terms in y⁴. The coefficient of y⁶ is −1/24 + 1/36 = −3/72 + 2/72 = −1/72. Hence

|T_4|² = 1 − y⁶/72 + y⁸/576.

The powers that survive can be understood without the expansion. The exact factor exp(−i y) has modulus one, and T_n differs from it by terms of order y^{n+1}. The difference |T_n|² − 1 therefore begins no earlier than y^{n+1}. It is also even in y, because changing the sign of y turns T_n into its complex conjugate. At fourth order the first candidate is y⁵, which evenness excludes, so the deviation starts at y⁶. This argument does not give the sign of the leading term, and the sign separates a useful propagator from an unstable one.

For the fourth order, factoring the deviation from one gives

|T_4|² − 1 = (y⁶/576)(y² − 8).

The first factor is never negative. The modulus is below one for 0 < |y| < √8, equal to one at y = 0 and at |y| = √8, and above one beyond that. The fourth-order propagator is therefore stable exactly when

dt · max_a |E_a| ≤ 2√2 ≈ 2.828.

The limit itself is included, since a mode of modulus one neither grows nor decays. The condition contains the largest absolute value of the energy, so a deep negative eigenvalue can set the limit just as a high positive one can. It also depends on the zero of energy. Adding a constant C to H changes y from E dt to (E + C) dt, although the exact evolution acquires only a common phase.

For the first and second orders, every nonzero y gives a modulus above one. A Hermitian matrix other than the zero matrix has at least one nonzero eigenvalue, so both propagators are unstable for every dt > 0. Shortening the step slows the growth per step but does not remove it. The only modes that escape are those with E = 0, whose amplitude is left unchanged.

The word "unstable" refers here to an unlimited number of steps at fixed dt. It does not say that the low orders fail to converge when the duration t and the grid are held fixed and dt is reduced. A run of duration t has M = t/dt steps, and with ln(1 + x) ≤ x the logarithm of the first-order amplitude gain is

(t/2dt) ln(1 + E² dt²) ≤ E² t dt/2.

At second order the corresponding bound is

(t/2dt) ln(1 + E⁴ dt⁴/4) ≤ E⁴ t dt³/8.

Both bounds vanish as dt → 0. The error made in one step is of order dt^{n+1}, there are t/dt steps, and the amplification of earlier errors stays bounded, so the accumulated error is of order dt^n. The low orders thus converge on a fixed grid. Their weakness is the factor E² or E⁴, which becomes very large for the highest modes of a fine grid.

The third order is stable over a limited range as well. From

|T_3|² − 1 = (y⁴/36)(y² − 3)

its limit is |y| = √3 ≈ 1.732. Divided by the number of applications of H per step, the stable phase is 1.732/3 = 0.577 at third order and 2.828/4 = 0.707 at fourth order. When stability alone sets the step, the fourth order covers more time for the same number of applications.

Stability has been obtained through damping and not through unitarity. With s = y², the squared modulus at fourth order is

f(s) = 1 − s³/72 + s⁴/576,

and its derivative is

f′(s) = −s²/24 + s³/144 = (s²/144)(s − 6).

For positive s the derivative is negative below s = 6 and positive above it, so the minimum lies at s = 6:

f(6) = 1 − 216/72 + 1296/576 = 1 − 3 + 9/4 = 1/4.

A mode with |y| = √6 ≈ 2.449 therefore loses half of its amplitude in each step, and after ten steps about one thousandth of it remains. This does no harm if the mode is an unphysical short-wavelength component that the state hardly contains. If the mode carries part of the physics, for example a fast photoelectron, the calculation is stable and wrong.

For the modes that matter, |y| should be small, and the error can then be found by comparing T_4 with the full exponential. The terms that T_4 omits are

R = exp(−i y) − T_4 = (−i y)⁵/120 + (−i y)⁶/720 + …
= −i y⁵/120 − y⁶/720 + O(y⁷),

where (−i)⁵ = −i and (−i)⁶ = −1. Multiplying T_4 = exp(−i y) − R by exp(i y) removes the correct phase and leaves the error factor:

T_4 exp(i y) = 1 − R exp(i y)
= 1 + (i y⁵/120 + y⁶/720)(1 + i y) + O(y⁷)
= 1 + i y⁵/120 + y⁶ (1/720 − 1/120) + O(y⁷)
= 1 + i y⁵/120 − y⁶/144 + O(y⁷).

To leading order the phase error per step is y⁵/120. The squared norm falls by twice y⁶/144, that is by y⁶/72, in agreement with the modulus found above. For positive energy the computed phase is −y + y⁵/120, so the mode turns slightly too slowly. For negative energy the error has the opposite sign, and again the rotation is too slow.

Over a duration t there are t/dt steps. As long as the accumulated errors remain small, they are

phase error ≈ E⁵ dt⁴ t/120,

loss of squared norm ≈ E⁶ dt⁵ t/72.

The ratio of the phase error to the norm loss in one step has magnitude (1/120)/(|y|/72) = 0.6/|y|. For small |y| the phase error is the larger of the two. A well-conserved norm is therefore a weak guarantee of accuracy, because the phases, which fix the frequencies in a computed spectrum, deteriorate first.

The stability result extends to a Hamiltonian that changes from step to step, provided that one Hermitian matrix is used throughout each step. If every such matrix meets the condition dt · max|E| ≤ 2√2, no step can increase the norm, whatever state it acts on, and hence no sequence of steps can. The accuracy then also depends on how well the matrix chosen for each step represents the changing Hamiltonian. If H is not Hermitian, as with an absorbing potential, its eigenvalues may be complex and its eigenvectors need not be orthogonal. The sum over modes used above then no longer holds, and the limit 2√2 cannot simply be carried over.

The fourth-order Taylor propagator is stable exactly when dt · max_a |E_a| ≤ 2√2, whereas the first and second orders are unstable for every dt > 0 unless H is zero. What remains is to find the largest |E| that the grid can represent, and from it how the stable time step depends on the grid spacing.
